**Skyrmionium: topological charge, Thiele motion and core displacement**

The program tests that a texture whose polar angle $\theta$ runs from $2\pi$ to $0$ has topological charge $Q=0$ and, when circular, moves along the driving force. In the Thiele equation $4\pi Q\,\hat z\times\mathbf v+\alpha\mathcal D\mathbf v=\mathbf f$, $\mathbf v$ is the velocity, $\alpha$ the damping, $\mathcal D$ the drag integral and $\mathbf f$ the drive. Solid-angle sums on a Cartesian mesh give charges $+1$ for the core, $-1$ for the ring and $0$ in total, and Cartesian integrals are asserted to agree with the radial drag and drive formulas within 1%. The program also asserts that the lowest energy-Hessian eigenvalues are positive for angular numbers 0, 2 and 3, and that for angular number 1 the lowest is the near-zero translation mode. Time integration of the full equation of motion gives a skyrmionium speed of 10.1 m/s and an angle of $-0.2^\circ$, against 10.3 m/s and $0^\circ$ from the rigid equation. For an ordinary skyrmion both methods give a deflection of about $65^\circ$. The simulated sideways core displacement is 0.60 nm, against 0.63 nm from linear theory; the asserted tolerance on the displacement vector is 30%, because the simulation mesh is coarse. A diagonal stretch by 1.10 leaves $Q=0$ but turns the velocity by $5.4^\circ$.

## Check in Python

```python
# Result under test: a skyrmionium (polar angle 2 pi -> 0) has topological
# charge Q = 0, so the rigid Thiele equation
#     4 pi Q z x v + alpha Drag v = f
# gives motion along the force f, without gyrotropic deflection.
# m: unit magnetization; theta(r): polar angle; alpha: Gilbert damping;
# Drag = integral of (d_x m)^2; f: force of the damping-like spin-orbit torque.
# Reduced units: length sqrt(A/K), field 2K/Ms, time Ms/(2 K gamma).
# A: exchange stiffness, K: effective anisotropy, Ms: magnetization.
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.sparse import bmat, csc_matrix, diags
from scipy.sparse.linalg import eigsh, spsolve

# Rough typical parameters of a thin cobalt film on platinum (SI units)
Ms, A, Ku, dmi = 5.8e5, 1.5e-11, 8.0e5, 3.4e-3
thickness, alpha, spin_hall, current = 1.0e-9, 0.3, 0.1, 5.0e10
polarization, temperature, travel_time = 0.4, 300.0, 10e-9
gamma = const.physical_constants["electron gyromag. ratio"][0]
mu_B = const.physical_constants["Bohr magneton"][0]
K = Ku - const.mu_0 * Ms**2 / 2
length = np.sqrt(A / K)
d = dmi / np.sqrt(A * K)
speed_unit = length * gamma * 2 * K / Ms
sot_field = const.hbar * spin_hall * current / (2 * const.e * Ms * thickness)
drive = sot_field * Ms / (2 * K)

# ---------- static radial profiles ----------
hr, nr = 0.02, 1250
r = (np.arange(nr) + 0.5) * hr
r_in, r_out = r - hr / 2, r + hr / 2


def solve_profile(wall_radii):
    """Implicit relaxation of the Euler equation, ending as Newton steps."""
    theta = sum(2 * np.arctan(np.sinh(R) / np.sinh(r)) for R in wall_radii)
    lower, upper = r_in / (hr**2 * r), r_out / (hr**2 * r)

    def residual(th):
        left = np.concatenate(([0.0], th[:-1]))
        right = np.concatenate((th[1:], [0.0]))
        return (upper * (right - th) - lower * (th - left)
                - 0.5 * np.sin(2 * th) * (1 + 1 / r**2)
                + d * np.sin(th)**2 / r)

    step = 0.2
    for _ in range(600):
        diagonal = (-2 / hr**2 - np.cos(2 * theta) * (1 + 1 / r**2)
                    + d * np.sin(2 * theta) / r)
        band = np.zeros((3, nr))
        band[0, 1:] = -upper[:-1]
        band[1] = 1 / step - diagonal
        band[2, :-1] = -lower[1:]
        theta = theta + solve_banded((1, 1), band, residual(theta))
        step *= 1.05
    assert np.max(np.abs(residual(theta))) < 1e-6
    centre = np.pi * len(wall_radii)
    assert abs(theta[0] - centre) < 0.1 and abs(theta[-1]) < 1e-4
    spline = CubicSpline(np.concatenate(([0.0], r, [r[-1] + hr])),
                         np.concatenate(([centre], theta, [0.0])))
    return theta, spline(r, 1), spline


def radial_coefficients(theta, slope):
    s, c = np.sin(theta), np.cos(theta)
    drag = np.pi * hr * np.sum(r * slope**2 + s**2 / r)
    push = -np.pi * hr * np.sum(r * slope + s * c)
    return drag, push


theta, slope, spline = solve_profile([1.6, 7.0])
theta_s, slope_s, spline_s = solve_profile([2.2])
drag, push = radial_coefficients(theta, slope)
drag_s, push_s = radial_coefficients(theta_s, slope_s)
assert np.all(np.diff(theta) < 1e-9)
R_inner, R_mid, R_outer = [np.interp(-x, -theta, r)
                           for x in (1.5 * np.pi, np.pi, 0.5 * np.pi)]
R_sky = np.interp(-0.5 * np.pi, -theta_s, r)

# ---------- Cartesian evaluation from the definitions ----------


def mesh(h, half_width):
    n = 2 * int(round(half_width / h))
    x = (np.arange(n) - (n - 1) / 2) * h
    return np.meshgrid(x, x, indexing="ij")


def texture(X, Y, profile):
    rho = np.hypot(X, Y)
    th = np.where(rho < r[-1], profile(np.minimum(rho, r[-1])), 0.0)
    return np.array([np.sin(th) * X / rho, np.sin(th) * Y / rho, np.cos(th)])


def charge_density(m):
    """Solid angle / 4 pi of the two spin triangles in every mesh cell."""
    p00, p10 = m[:, :-1, :-1], m[:, 1:, :-1]
    p11, p01 = m[:, 1:, 1:], m[:, :-1, 1:]
    total = 0.0
    for a, b, c in ((p00, p10, p11), (p00, p11, p01)):
        triple = np.sum(a * np.cross(b, c, axis=0), axis=0)
        scalar = 1 + np.sum(a * b + b * c + c * a, axis=0)
        total = total + 2 * np.arctan2(triple, scalar)
    return total / (4 * np.pi)


def cartesian_coefficients(m, h):
    grad = [np.gradient(m, h, axis=1), np.gradient(m, h, axis=2)]
    tensor = np.array([[np.sum(a * b) for b in grad] for a in grad]) * h**2
    force = np.array([-np.sum(m[2] * g[0] - m[0] * g[2])
                      for g in grad]) * h**2
    return tensor, force


h_fine = 0.1
X, Y = mesh(h_fine, 15.0)
m_fine = texture(X, Y, spline)
density = charge_density(m_fine)
Q_total = density.sum()
cell_radius = np.hypot(X[:-1, :-1] + h_fine / 2, Y[:-1, :-1] + h_fine / 2)
Q_core = density[cell_radius < R_mid].sum()
Q_ring = density[cell_radius >= R_mid].sum()
Q_sky = charge_density(texture(X, Y, spline_s)).sum()
assert abs(Q_total) < 1e-6 and abs(Q_sky + 1) < 1e-6
assert abs(Q_core - 1) < 0.02 and abs(Q_ring + 1) < 0.02
tensor, force = cartesian_coefficients(m_fine, h_fine)
# one per cent: second-order differences on the Cartesian mesh
assert np.allclose(tensor, drag * np.eye(2), atol=0.01 * drag)
assert np.allclose(force, [push, 0], atol=0.01 * push)

# Stretched along a diagonal: Q stays zero, but the drag is anisotropic
stretch = 1.1
plus, minus = (stretch + 1 / stretch) / 2, (stretch - 1 / stretch) / 2
m_long = texture(plus * X - minus * Y, plus * Y - minus * X, spline)
tensor_long, force_long = cartesian_coefficients(m_long, h_fine)
v_long = np.linalg.solve(tensor_long, force_long)
angle_long = np.degrees(np.arctan2(v_long[1], v_long[0]))
assert abs(charge_density(m_long).sum()) < 1e-6
assert abs(angle_long - np.degrees(np.arctan2(minus, plus))) < 0.2

# ---------- rigid Thiele velocities ----------


def thiele_velocity(Q, drag_value, push_value):
    G = 4 * np.pi * Q
    matrix = np.array([[alpha * drag_value, -G], [G, alpha * drag_value]])
    return np.linalg.solve(matrix, [drive * push_value, 0.0])


v_ring = thiele_velocity(round(Q_total), drag, push)
v_sky = thiele_velocity(round(Q_sky), drag_s, push_s)
angle_sky = np.degrees(np.arctan2(v_sky[1], v_sky[0]))

# ---------- stability and first-order deformation ----------
s, c = np.sin(theta), np.cos(theta)
root = np.sqrt(r)


def hessian(l):
    """Half the energy Hessian for angular number l in the local frame."""
    off = -r_out[:-1] / (hr**2 * root[:-1] * root[1:])
    lap = diags([off, np.full(nr, 2 / hr**2), off], [-1, 0, 1])
    Va = (l**2 / r**2 + np.cos(2 * theta) * (1 + 1 / r**2)
          - d * np.sin(2 * theta) / r)
    Vb = (l**2 / r**2 + c**2 * (1 + 1 / r**2) - slope**2
          - d * (slope + s * c / r))
    q = diags(l * (2 * c / r**2 - d * s / r))
    return csc_matrix(bmat([[lap + diags(Va), -q], [-q, lap + diags(Vb)]]))


lowest = {l: np.sort(eigsh(hessian(l), k=3, sigma=-0.5,
                           return_eigenvectors=False)) for l in range(4)}
assert min(lowest[0][0], lowest[2][0], lowest[3][0]) > 1e-3
assert abs(lowest[1][0]) < 2e-3 and lowest[1][1] > 0.01
H1 = hessian(1)
shift_mode = np.concatenate((root * slope, root * s / r))
shift_mode /= np.linalg.norm(shift_mode)
assert abs(shift_mode @ (H1 @ shift_mode)) < 1e-3


def core_offset(source_a, source_b):
    """Core centroid minus centroid of all reversed magnetization."""
    rhs = np.concatenate((root * source_a, root * source_b))
    # solvability: no net force may remain on the translation mode
    assert abs(shift_mode @ rhs) < 1e-3 * np.linalg.norm(rhs)
    column = csc_matrix(shift_mode[:, None])
    system = csc_matrix(bmat([[H1, column], [column.T, None]]))
    a = spsolve(system, np.append(rhs, 0.0))[:nr] / root
    inside = r < R_mid
    core = -np.sum((r**2 * s * a)[inside]) / (
        2 * np.sum((r * (1 + c))[inside]))
    whole = np.sum(r**2 * s * a) / (2 * np.sum(r * (1 - c)))
    return core - whole


v0 = v_ring[0]
offset = np.array([
    core_offset(alpha * v0 * slope + drive, alpha * v0 * s / r + drive * c),
    core_offset(v0 * s / r, v0 * slope)])

# ---------- full equation of motion, no rigidity assumed ----------


def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def simulate(profile, half_width, duration, h=0.4, dt=0.05):
    X, Y = mesh(h, half_width)
    m = texture(X, Y, profile)
    k = d / (2 * h)

    def rate(m):
        xp, xm = np.roll(m, -1, 1), np.roll(m, 1, 1)
        yp, ym = np.roll(m, -1, 2), np.roll(m, 1, 2)
        b = (xp + xm + yp + ym - 4 * m) / h**2
        b[0] += k * (xp[2] - xm[2]) + drive * m[2]
        b[1] += k * (yp[2] - ym[2])
        b[2] += (m[2] - k * (xp[0] - xm[0] + yp[1] - ym[1])
                 - drive * m[0])
        torque = cross(b, m)
        return (torque + alpha * cross(m, torque)) / (1 + alpha**2)

    def centroid(weight):
        return np.array([np.sum(X * weight), np.sum(Y * weight)]) / weight.sum()

    steps = int(round(duration / dt))
    mark = 3 * steps // 4
    for i in range(steps):
        if i == mark:
            start = centroid(1 - m[2])
        k1 = rate(m)
        k2 = rate(m + 0.5 * dt * k1)
        k3 = rate(m + 0.5 * dt * k2)
        k4 = rate(m + dt * k3)
        m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        m /= np.sqrt(m[0]**2 + m[1]**2 + m[2]**2)
    end = centroid(1 - m[2])
    inside = np.hypot(X - end[0], Y - end[1]) < R_mid
    shift = centroid(np.where(inside, 1 + m[2], 0.0)) - end
    return (end - start) / ((steps - mark) * dt), shift


v_sim, offset_sim = simulate(spline, 13.6, 200.0)
v_sim_s, _ = simulate(spline_s, 8.0, 60.0)
angle_sim = np.degrees(np.arctan2(v_sim[1], v_sim[0]))
angle_sim_s = np.degrees(np.arctan2(v_sim_s[1], v_sim_s[0]))

# ---------- physical numbers and neglected effects ----------
nm = length * 1e9
momentum_scale = Ms * thickness / gamma
gyro_force = 4 * np.pi * momentum_scale * v0 * speed_unit
diffusion = const.k * temperature / (momentum_scale * alpha * drag)
wander = np.sqrt(2 * diffusion * travel_time)
stt_drift = mu_B * polarization * current / (const.e * Ms)
wall_energy = 4 * np.sqrt(A * K) - np.pi * dmi
dipolar_scale = const.mu_0 * Ms**2 * thickness / (2 * np.pi)

print(f"Magnetization Ms: {Ms/1e3:.0f} kA/m")
print(f"Exchange stiffness A: {A*1e12:.1f} pJ/m")
print(f"Uniaxial anisotropy Ku: {Ku/1e6:.2f} MJ/m3")
print(f"Effective anisotropy K: {K/1e6:.3f} MJ/m3")
print(f"Interfacial chiral exchange: {dmi*1e3:.2f} mJ/m2")
print(f"Reduced chiral exchange d: {d:.4f} (critical {4/np.pi:.4f})")
print(f"Film thickness: {thickness*1e9:.1f} nm; damping alpha: {alpha:.2f}")
print(f"Spin Hall angle: {spin_hall:.2f}")
print(f"Current density: {current/1e10:.1f} MA/cm2")
print(f"Damping-like field b: {sot_field*1e3:.3f} mT")
print(f"Length unit sqrt(A/K): {nm:.3f} nm")
print(f"Speed unit: {speed_unit:.1f} m/s")
print(f"Skyrmionium inner wall radius: {R_inner*nm:.2f} nm")
print(f"Skyrmionium theta=pi radius: {R_mid*nm:.2f} nm")
print(f"Skyrmionium outer wall radius: {R_outer*nm:.2f} nm")
print(f"Ordinary skyrmion wall radius: {R_sky*nm:.2f} nm")
print(f"Charge, mesh sum: total {abs(Q_total):.4f}")
print(f"Charge, mesh sum: core {Q_core:.4f}, ring {Q_ring:.4f}")
print(f"Charge, mesh sum: ordinary skyrmion {Q_sky:.4f}")
print(f"Skyrmionium drag integral: {drag:.3f} (dimensionless)")
print(f"Skyrmionium drive integral: {push*nm:.2f} nm")
print(f"Skyrmion drag integral: {drag_s:.3f} (dimensionless)")
print(f"Skyrmion drive integral: {push_s*nm:.2f} nm")
print(f"Thiele skyrmionium speed: {v0*speed_unit:.3f} m/s")
print(f"Simulated skyrmionium speed: {v_sim[0]*speed_unit:.3f} m/s")
print(f"Simulated skyrmionium angle: {angle_sim:.3f} degrees")
print(f"Thiele skyrmion speed: {np.hypot(*v_sky)*speed_unit:.3f} m/s")
print(f"Simulated skyrmion speed: {np.hypot(*v_sim_s)*speed_unit:.3f} m/s")
print(f"Thiele skyrmion angle: {angle_sky:.2f} degrees")
print(f"Simulated skyrmion angle: {angle_sim_s:.2f} degrees")
print(f"Gyrotropic force on core or ring: {gyro_force*1e12:.4f} pN")
print(f"Core offset, linear: x {offset[0]*nm:.3f}, y {offset[1]*nm:.3f} nm")
print(f"Core offset, simulated: x {offset_sim[0]*nm:.3f}, "
      f"y {offset_sim[1]*nm:.3f} nm")
print(f"Gap between walls: {(R_outer-R_inner)*nm:.2f} nm")
print("Lowest Hessian values, l=0,2,3 (unit 2K): "
      + ", ".join(f"{lowest[l][0]:.4f}" for l in (0, 2, 3)))
print(f"Hessian l=1, two lowest (unit 2K): {lowest[1][0]:.5f}, "
      f"{lowest[1][1]:.4f}")
print(f"Diagonal stretch factor: {stretch:.2f}")
print(f"Drag deflection of stretched texture: {angle_long:.2f} degrees")
print(f"Travel time: {travel_time*1e9:.0f} ns at {temperature:.0f} K")
print(f"Drift in that time: {v0*speed_unit*travel_time*1e9:.1f} nm")
print(f"Thermal rms sideways wander: {wander*1e9:.1f} nm")
print(f"Spin polarization: {polarization:.2f}")
print(f"Neglected spin-transfer drift u: {stt_drift:.2f} m/s")
print(f"Net wall energy: {wall_energy*1e3:.3f} mJ/m2")
print(f"Nonlocal dipolar scale: {dipolar_scale*1e3:.3f} mJ/m2")

# Tolerances: the simulation mesh is 0.4 length units, which shifts the small
# net wall energy by several per cent and with it the core-ring stiffness.
assert abs(v_sim[0] / v0 - 1) < 0.05 and abs(angle_sim) < 2.0
assert abs(np.hypot(*v_sim_s) / np.hypot(*v_sky) - 1) < 0.10
assert abs(angle_sim_s - angle_sky) < 3.0
assert np.linalg.norm(offset_sim - offset) < 0.3 * np.linalg.norm(offset)
assert offset[1] < 0 and offset_sim[1] < 0
print("finished without a failed check")
```

Printed output:

```
Magnetization Ms: 580 kA/m
Exchange stiffness A: 15.0 pJ/m
Uniaxial anisotropy Ku: 0.80 MJ/m3
Effective anisotropy K: 0.589 MJ/m3
Interfacial chiral exchange: 3.40 mJ/m2
Reduced chiral exchange d: 1.1442 (critical 1.2732)
Film thickness: 1.0 nm; damping alpha: 0.30
Spin Hall angle: 0.10
Current density: 5.0 MA/cm2
Damping-like field b: 2.837 mT
Length unit sqrt(A/K): 5.048 nm
Speed unit: 1804.2 m/s
Skyrmionium inner wall radius: 5.96 nm
Skyrmionium theta=pi radius: 15.69 nm
Skyrmionium outer wall radius: 28.71 nm
Ordinary skyrmion wall radius: 12.32 nm
Charge, mesh sum: total 0.0000
Charge, mesh sum: core 1.0000, ring -1.0000
Charge, mesh sum: ordinary skyrmion -1.0000
Skyrmionium drag integral: 55.377 (dimensionless)
Skyrmionium drive integral: 343.20 nm
Skyrmion drag integral: 19.746 (dimensionless)
Skyrmion drive integral: 121.63 nm
Thiele skyrmionium speed: 10.320 m/s
Simulated skyrmionium speed: 10.076 m/s
Simulated skyrmionium angle: -0.225 degrees
Thiele skyrmion speed: 4.374 m/s
Simulated skyrmion speed: 4.332 m/s
Thiele skyrmion angle: 64.76 degrees
Simulated skyrmion angle: 64.88 degrees
Gyrotropic force on core or ring: 0.4272 pN
Core offset, linear: x -0.102, y -0.627 nm
Core offset, simulated: x -0.107, y -0.597 nm
Gap between walls: 22.75 nm
Lowest Hessian values, l=0,2,3 (unit 2K): 0.0051, 0.0311, 0.0790
Hessian l=1, two lowest (unit 2K): 0.00000, 0.0538
Diagonal stretch factor: 1.10
Drag deflection of stretched texture: 5.43 degrees
Travel time: 10 ns at 300 K
Drift in that time: 103.2 nm
Thermal rms sideways wander: 38.9 nm
Spin polarization: 0.40
Neglected spin-transfer drift u: 2.00 m/s
Net wall energy: 1.204 mJ/m2
Nonlocal dipolar scale: 0.067 mJ/m2
finished without a failed check
```
